Reservoir occupation at the upper spin level in energy-selective readout

**Problem**

A quantum dot at a silicon/silicon-dioxide interface holds one electron. A magnetic field splits its energy into two spin levels. A tunnel barrier connects the dot to an electron reservoir in the same silicon layer, and a charge sensor shows whether the dot is full or empty.

For readout, gate voltages place the reservoir Fermi level midway between the two spin levels. An electron in the upper level can then leave for an empty reservoir state, while an electron in the lower level finds the reservoir states at its energy filled. A departure signals the upper spin state.

The field is 1.5 T, the g factor is 2, and the electrons in the reservoir are at 100 mK.

(a) What fraction of the reservoir states at the energy of the upper level is occupied?

(b) What fraction of the reservoir states at the energy of the lower level is empty?

(c) Are these fractions the error probabilities of the readout? Use a tunnel rate Γ = 1.0×10⁴ per second, a readout window t = 1.0 ms and a spin relaxation time T₁ = 0.10 s.

Here a "level" means the energy needed to add the electron to the empty dot in a given spin state. It can therefore be compared directly with the reservoir Fermi level μ. At nonzero temperature μ denotes the chemical potential. The charging energy is taken to be large enough to exclude a second electron.

**A tempting solution**

The spin splitting is

E_Z = g μ_B B = 2.00 × 57.8838 µeV/T × 1.50 T = 173.65 µeV,

and the thermal energy is

k_B T = 86.1733 µeV/K × 0.100 K = 8.617 µeV.

The upper level lies E_Z above the lower one. The chance of finding an electron up there should be the Boltzmann factor

exp(−E_Z/k_B T) ≈ 1.8×10⁻⁹.

On this reasoning the reservoir is empty at the upper level to about two parts in a billion.

**Where it fails**

The two energies are correct. The fault is the point from which the upper level is measured. The occupation of a reservoir state depends on its energy relative to the reservoir's own Fermi level. The lower level of the dot does not enter. With μ midway, the upper level is E_Z/2 above μ, and the exponent must contain half the splitting.

The number 1.8×10⁻⁹ does answer two other questions. It is the reservoir occupation at the upper level when μ coincides with the lower level. That setting is poor for readout: a reservoir state at μ is half occupied, so the lower electron can leave too, at about half the rate of the upper one. It is also the ratio of the equilibrium populations of the two dot states, as shown below. Neither is the occupation asked for.

**Right solution: the levels**

The spin energy of the electron is

H = (g μ_B/2) B·σ,

where σ stands for the three Pauli matrices. Write B = B b, with b a unit vector. The Pauli matrices have unit squares and anticommute with one another, so the cross terms in the square cancel:

(b·σ)² = b_x² + b_y² + b_z² = 1.

The eigenvalues of b·σ can therefore be only +1 or −1. Its trace is zero, so each occurs once. The spin energies are

±g μ_B B/2,

whatever the direction of the field, as long as g is isotropic. Their difference is E_Z = g μ_B B. With energies measured from μ, the midpoint condition gives

E_up = +E_Z/2 = +86.83 µeV,

E_low = −E_Z/2 = −86.83 µeV.

**The occupation of a reservoir state**

Take one reservoir state, with a definite spin and with total energy E above μ. The Pauli principle allows it to hold no electron or one. The rest of the reservoir supplies particles and heat, so the statistical weights are

empty: 1,

filled: exp(−E/k_B T).

The occupation is the filled weight divided by the sum of both:

f(E) = exp(−E/k_B T) / [1 + exp(−E/k_B T)].

Multiplying numerator and denominator by exp(E/k_B T) gives

f(E) = 1 / [exp(E/k_B T) + 1].

The reservoir electrons have a Zeeman energy as well. It is already part of the total energy E. In equilibrium both spins share one μ, so two reservoir states with the same total energy have the same occupation, whatever their spins.

The weights assume that the state exchanges electrons with a large remainder. This can be tested by counting the configurations of a reservoir with a fixed number of electrons. For a half-filled ladder of levels 40 k_B T wide, with spacings of 0.04 and 0.02 k_B T extrapolated to zero spacing, the counted occupation near the upper level is 0.9999 times the value from f(E). The empty fraction near the lower level has the same ratio.

**(a) The upper level**

Define the dimensionless distance of the upper level from μ:

X = E_Z/(2 k_B T) = 86.83/8.617 = 10.076.

Then exp(X) = 23759, and

f(E_up) = 1/(23759 + 1) = 4.2×10⁻⁵ ≈ 0.00004.

About one reservoir state in 24,000 at this energy is occupied. The tempting answer was too small by a factor of more than 20,000, because halving the exponent takes the square root of the Boltzmann factor.

The field and temperature enter X only as the ratio B/T. At fixed temperature, B → 0 gives X → 0 and f → 1/2: both levels sit at μ and there is no energy selection. At fixed nonzero field, T → 0 gives X → ∞ and f → 0.

**(b) The lower level**

The empty fraction at energy −E is

1 − f(−E) = 1 − 1/[exp(−E/k_B T) + 1]

= exp(−E/k_B T) / [exp(−E/k_B T) + 1]

= 1 / [1 + exp(E/k_B T)] = f(E).

The third line follows on multiplying numerator and denominator by exp(E/k_B T). Setting E = E_Z/2,

1 − f(E_low) = f(E_up) = 4.2×10⁻⁵.

The reservoir is filled to 0.999958 at the lower level. The same small number thus measures unwanted electrons above μ and unwanted vacancies below it.

**What the occupations do to the dot**

Assume weak tunnelling that conserves energy, with the same bare rate Γ for both spins. An electron can leave only into an empty reservoir state and can enter only from a filled one. For a level at energy E,

exit rate = Γ[1 − f(E)],

entry rate into an empty dot = Γ f(E).

These rates can be checked against equilibrium. Let p₀ be the probability of an empty dot and p_s that of an electron in spin level s. Balancing entry and exit for each level gives

p₀ Γ f(E_s) = p_s Γ[1 − f(E_s)],

p_s/p₀ = f(E_s)/[1 − f(E_s)] = exp(−E_s/k_B T).

These are the Gibbs weights of the dot states, as they should be. Dividing the result for the upper level by that for the lower one gives

p_up/p_low = exp[−(E_up − E_low)/k_B T] = exp(−E_Z/k_B T).

Here the full splitting appears correctly, and with it the number from the tempting solution. It describes a dot that has been left to equilibrate. Readout begins with a prepared spin and watches for a first departure, whose rate depends on the reservoir occupations.

At the upper level the exit rate is Γ reduced by only 4.2×10⁻⁵ of itself. At the lower level it is 4.2×10⁻⁵ Γ. Once the dot is empty, it refills at the total rate Γ[f(E_up) + f(E_low)] = Γ, since the two occupations add to 1 at the midpoint. The dot therefore stays empty for 0.1 ms on average, nearly always refilling into the lower level. The sensor must be fast enough to see this interval.

**What the midpoint minimizes**

Let μ move up by δ while the dot levels stay fixed, and write D = δ/k_B T. The upper level is now X − D above μ, in units of k_B T, and the lower level X + D below it. The sum of the two unwanted fractions is

S = 1/[exp(X − D) + 1] + 1/[exp(X + D) + 1].

Over a common denominator the numerator is

exp(X − D) + exp(X + D) + 2 = 2 exp(X) cosh D + 2,

and the denominator is

exp(2X) + 2 exp(X) cosh D + 1.

Divide both by 2 exp(X). Since [exp(X) + exp(−X)]/2 = cosh X,

S = [cosh D + exp(−X)] / [cosh X + cosh D].

Finally, exp(−X) = cosh X − sinh X, so

S = 1 − sinh X / [cosh X + cosh D].

For X > 0 the subtracted term is largest when cosh D is smallest, at D = 0. The midpoint therefore minimizes the sum, whose value there is 8.4×10⁻⁵. This is a result about the reservoir fractions, not about the readout errors. A vacancy at the lower level can cause a false departure at any time during the window, whereas an occupied state at the upper level only slows the exit slightly. With the rates of part (c), moving μ up by 5 µeV lowers the false-departure probability from 4.2×10⁻⁴ to 2.4×10⁻⁴, while the probability of missing an upper spin stays at 1.04×10⁻³. The best setting for readout therefore lies above the midpoint in this example, even when both errors count equally. With the window fixed at 1.0 ms, the sum of the two errors falls from 1.46×10⁻³ at the midpoint to a minimum of 1.05×10⁻³ with μ about 38 µeV higher. Beyond that it rises again, because filled reservoir states begin to slow the exit of the upper spin.

**(c) From occupation to readout error**

Consider first an electron in the lower level. Its exit rate is constant, so the probability that it is still there decays exponentially. The probability of a false departure during the window is

P_false = 1 − exp{−Γ[1 − f(E_low)]t}.

With Γt = 10, the exponent is 10 × 4.209×10⁻⁵ = 4.209×10⁻⁴, and

P_false = 4.2×10⁻⁴.

This is ten times the empty fraction, because the electron has a window of ten bare tunnelling times in which to find a vacancy. The occupation is a property of the reservoir; the error probability also depends on how long one waits.

An electron in the upper level can be missed in two ways. It may stay there for the whole window, or it may relax to the lower level before leaving. Let

K = Γ[1 − f(E_up)], W = 1/T₁ = 10 per second, R = K + W.

The probability of staying is exp(−Rt). Of the electrons that do change state, a fraction W/R relaxes and a fraction K/R leaves. If a relaxed electron is counted as missed,

P_missed = exp(−Rt) + (W/R)[1 − exp(−Rt)].

Collecting the exponential terms and using 1 − W/R = K/R gives

P_missed = [W + K exp(−Rt)]/R.

The two contributions are

stay: exp(−Rt) = 4.5×10⁻⁵,

relax first: W/R = 1.0×10⁻³,

and together P_missed = 1.04×10⁻³. A relaxed electron might still leave through the lower level, but the probability of that whole sequence is below 10⁻³ × 4.2×10⁻⁴, or about 4×10⁻⁷, which is negligible here.

The staying probability is close to f(E_up) by coincidence: Γt = 10 and X = 10.08 are unrelated quantities that happen to be nearly equal. A longer window would reduce the staying probability but raise P_false, and it would not remove relaxation.

So the answer to (c) is no. For these parameters the larger error is a missed upper spin, and about 96% of it comes from relaxation. These probabilities assume perfect preparation and a sensor that registers every departure, so they are not a complete readout error.

**How firmly the number 0.00004 stands**

Differentiating f = 1/[exp(X) + 1] gives

df/dX = −exp(X)/[exp(X) + 1]² = −f(1 − f).

At fixed field X is proportional to 1/T, so dX/X = −dT/T and

df/f = X(1 − f) dT/T ≈ 10 dT/T.

A small relative error in temperature is magnified tenfold. For large changes the full formula is needed. With the field and the midpoint setting held fixed,

150 mK: f(E_up) = 1.2×10⁻³,

200 mK: f(E_up) = 6.4×10⁻³.

The first is 29 times the value at 100 mK, the second about 150 times. With the same Γ and t, the false-departure probability rises to about 1.2% at 150 mK and 6.2% at 200 mK. Thermal vacancies then outweigh the relaxation error found above.

Restoring the original B/T at 200 mK would require 3.0 T, where the spin splitting is 347 µeV. This brings in the valleys: silicon electrons at the interface have a second orbital-like state, the excited valley. Take its splitting as 300 µeV. At 1.5 T the lower-spin state of the excited valley is at

−86.83 + 300 = 213 µeV

above μ, higher than both readout levels. The reservoir occupation there is about 2×10⁻¹¹, so thermal filling of this state from the reservoir is negligible. The spin and valley splittings become equal at 2.59 T. At 3.0 T the excited valley lies below the upper spin level, and the two-level description must be revised. With this valley splitting, a larger field is therefore not a free substitute for colder electrons.

A misplaced Fermi level also changes the occupation. Moving μ upward by 5 µeV, with all else fixed, raises f(E_up) to 7.5×10⁻⁵. The factor is close to exp(5/8.617) = 1.79, since the upper level is far out in the exponential tail. The empty fraction at the lower level falls by nearly the same factor.

Slow charge noise shifts the levels from one readout to the next. Let the shift s be Gaussian with zero mean and standard deviation σ. In the exponential tail the average occupation is f multiplied by the average of exp(−s/k_B T). Completing the square in the combined exponent,

−s²/(2σ²) − s/k_B T = −(s + σ²/k_B T)²/(2σ²) + σ²/[2(k_B T)²].

The first term integrates to the normalization of the Gaussian, leaving

f_average ≈ f exp{σ²/[2(k_B T)²]}.

For σ = 5 µeV the factor is exp(0.168) = 1.18, and the average occupation is 5.0×10⁻⁵. Downward shifts of the level raise f more than equal upward shifts lower it, so the noise does not average out. The formula requires the important shifts, near −σ²/k_B T = −2.9 µeV, to leave the level many k_B T above μ, as they do here.

Tunnelling also gives the level a width w = ħΓ = 6.6×10⁻⁶ µeV. For a Lorentzian line of this full width at half maximum, the part lying below μ is, far from the centre,

(w/2π) ∫ dE/(E_up − E)², from −∞ to 0,

= w/(2πE_up) = 1.2×10⁻⁸.

The full thermal average gives an addition of 1.25×10⁻⁸ to the effective occupation, or 0.03% of f. This addition grows in proportion to Γ while w stays far below k_B T. It would equal the thermal value near Γ = 3×10⁷ per second, some three thousand times the rate used here. This estimate treats one level without Coulomb blockade. In a dot with two spin levels and room for only one electron, the width can differ by a factor of order one. The tail also describes a virtual mixing of dot and reservoir states, not a thermal population. The figure is therefore an order-of-magnitude guide to where the sequential-tunnelling rates stop being sufficient, not a correction to the readout error.

**Comparison with a silicon device**

The parameters are rough values for single-spin readout in a silicon metal-oxide-semiconductor dot: fields of order 1 T, electron temperatures of order 100 mK, and valley splittings of some tenths of a meV. Tunnel rates can be tuned over a wide range, and relaxation times depend strongly on field and valley splitting, so Γ and T₁ are illustrative. The g factor of such electrons is close to 2; lowering it by 0.01 raises f(E_up) by 5%, to 4.4×10⁻⁵. For a reservoir density of 5×10¹¹ cm⁻² and an effective mass of 0.19 electron masses, a non-interacting two-dimensional estimate with two spins and two valleys puts μ about 3 meV above the band edge. With the magnetic field in the plane of the layer, both readout levels therefore face a continuum of reservoir states, far from its edge. A perpendicular field of 1.5 T would instead group the reservoir states into Landau levels about 0.9 meV apart. In a clean layer the tunnel rates could then depend strongly on the level energy, although the occupation of a state at a given energy would still be f(E). The reservoir electrons need not be as cold as the refrigerator. Electrical noise and weak cooling can leave them warmer, and 50 mK of extra temperature raises the occupation 29-fold. The result 0.00004 therefore belongs to an electron temperature of 100 mK, whatever the refrigerator thermometer reads. The numerical output below lists the values used.

Numbers as computed

```
g factor: 2.00
Magnetic field: 1.50 T
Electron temperature: 100 mK
Bohr magneton: 57.8838 ueV/T
Boltzmann constant: 86.1733 ueV/K
Spin splitting: 173.65 ueV
Upper level above Fermi level: 86.83 ueV
Thermal energy: 8.617 ueV
Exponent X: 10.076
exp(X): 23759
Occupation at upper level: 4.209e-05 = 0.00004
Occupation at lower level: 0.999958
Empty fraction at lower level: 4.209e-05
Occupation if full splitting is used: 1.77e-09
Counted/Fermi ratio, upper: 0.99990
Counted/Fermi ratio, lower empty: 0.99990
Best Fermi-level offset: 0.000 ueV
Sum of unwanted fractions at midpoint: 8.418e-05
Tunnel rate: 1.0e+04 1/s
Readout window: 1.0 ms
Spin relaxation time: 0.10 s
Lower-spin false exit probability: 4.208e-04
Upper-spin probability to relax first: 9.990e-04
Upper-spin probability to stay: 4.497e-05
Upper-spin missed probability: 1.044e-03
Upper occupation at 150 mK: 1.209e-03
Upper occupation at 200 mK: 6.446e-03
Fermi-level offset tested: 5.0 ueV upward
Upper occupation with offset: 7.519e-05
Charge noise rms: 5.0 ueV
Noise-averaged upper occupation: 4.980e-05
Lifetime linewidth: 6.58e-06 ueV
Occupation added by broadening: 1.25e-08
Upper occupation with g lower by 0.01: 4.426e-05
Valley splitting: 300 ueV
Excited valley above Fermi level: 213.2 ueV
Occupation at excited valley: 1.81e-11
Field where spin and valley splittings match: 2.59 T
Reservoir density: 5.0e+11 cm^-2
Reservoir effective mass: 0.19 electron masses
Reservoir Fermi energy above band edge: 3.15 meV
Fermi energy/thermal energy: 366
```
